# Reduced matrix elements of U^k and V^(1k) from parentage coefficients

## Result

For $N\ge 2$ electrons in one shell $l$, let $|l^N\alpha SL\rangle$ be orthonormal antisymmetric states of definite total spin $S$ and orbital angular momentum $L$; $\alpha$ separates terms with equal $S$ and $L$. Write $[x]=2x+1$. Barred labels belong to the parents, the terms of $l^{N-1}$, and $c,c'$ are the parentage coefficients of bra and ket, taken real. Then

$$\langle\alpha SL\|U^k\|\alpha'S'L'\rangle=\delta_{SS'}\,N\sqrt{[L][L']}\sum_{\bar\alpha\bar S\bar L}c\,c'\,(-1)^{\bar L+l+L+k}\begin{Bmatrix}l&L&\bar L\\L'&l&k\end{Bmatrix}\tag{1}$$

and

$$\langle\alpha SL\|V^{(1k)}\|\alpha'S'L'\rangle=N\sqrt{\tfrac32[S][S'][L][L']}\sum_{\bar\alpha\bar S\bar L}c\,c'\,(-1)^{\phi}\begin{Bmatrix}\frac12&S&\bar S\\S'&\frac12&1\end{Bmatrix}\begin{Bmatrix}l&L&\bar L\\L'&l&k\end{Bmatrix}\tag{2}$$

with $\phi=\bar S+\frac12+S+1+\bar L+l+L+k$. This is an integer, because $\bar S=S\pm\frac12$.

## Conventions

A tensor operator of rank $k$ has the reduced element defined by

$$\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle.\tag{3}$$

The operators are $U^k_q=\sum_iu^k_q(i)$ and $V^{(1k)}_{pq}=\sum_is_p(i)\,u^k_q(i)$, with $\langle l\|u^k\|l\rangle=1$ and $0\le k\le 2l$; for larger $k$ the 3j symbol in (3) vanishes. For the spin, (3) gives $\langle s\|s\|s\rangle=\sqrt{s(s+1)(2s+1)}=\sqrt{3/2}$. If the spin tensor is instead normalized to a unit reduced element, the factor $\sqrt{3/2}$ in (2) is dropped.

The element of $U^k$ is reduced in orbital space at fixed $M_S$. The element of $V^{(1k)}$ is reduced in both spaces: its matrix elements carry one factor of the form (3) for spin, with rank 1, and one for orbit, with rank $k$.

Coupled states are

$$|(j_1j_2)JM\rangle=\sum_{m_1m_2}(-1)^{j_1-j_2+M}\sqrt{[J]}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}|j_1m_1\rangle|j_2m_2\rangle,\tag{4}$$

with the parent first and the last electron second, for spin and orbit alike.

## Expansion in the last electron

Let $D$ be a normalized determinant of spin-orbitals $a_1,\dots,a_N$, and $D_p$ the determinant with $a_p$ removed. Expansion along the column of electron $N$ gives

$$D(1\ldots N)=\frac1{\sqrt N}\sum_{p=1}^N(-1)^{N+p}D_p(1\ldots N-1)\,a_p(N).\tag{5}$$

The factor $1/\sqrt N$ is the ratio of the normalizations $1/\sqrt{N!}$ and $1/\sqrt{(N-1)!}$. Every state of $l^N$ therefore lies in the space of products of an antisymmetric state of $l^{N-1}$ and an orbital of electron $N$. Coupling these products by (4) gives an orthonormal basis of that space. A state with quantum numbers $SM_SLM_L$ overlaps only basis states with the same four numbers, so

$$|l^N\alpha SL\rangle=\sum_{\bar\alpha\bar S\bar L}c_{\bar\alpha\bar S\bar L}\,|(\bar\alpha\bar S\bar L,\,sl)SL\rangle .\tag{6}$$

The coefficients do not depend on $M_L$. Let $b_M$ be a basis state and $\psi_M$ the state expanded, both lowered by the total $L_-$ with the normalization $\nu=\sqrt{L(L+1)-M(M-1)}$. Then

$$\langle b_{M-1}|\psi_{M-1}\rangle=\nu^{-2}\langle b_M|L_+L_-|\psi_M\rangle=\langle b_M|\psi_M\rangle,$$

since $L_+L_-\psi_M=\nu^2\psi_M$. The same argument with $S_-$ covers $M_S$. Normalization gives $\sum c^2=1$. The coefficients are real if the determinant expansions are real, because (4) is real. A single term of (6) is in general not antisymmetric in all $N$ electrons; the sum is.

## Reduction to one sum over parents

Let $F=\sum_if(i)$, and let $P_{iN}$ exchange electrons $i$ and $N$. Then $f(i)=P_{iN}f(N)P_{iN}$. Acting on the antisymmetric bra and ket, the two exchanges give $(-1)^2=1$, so all $N$ contributions are equal:

$$\langle\psi|F|\psi'\rangle=N\langle\psi|f(N)|\psi'\rangle.\tag{7}$$

Insert (6) on both sides. Since $f(N)$ does not touch electrons $1\ldots N-1$, their part of the matrix element is an overlap of parent states, which vanishes unless all parent labels agree, magnetic numbers included. One sum over parents remains:

$$\langle\psi|F|\psi'\rangle=N\sum_{\bar\alpha\bar S\bar L}c\,c'\,\langle(\bar\alpha\bar S\bar L,sl)SL|f(N)|(\bar\alpha\bar S\bar L,sl)S'L'\rangle.\tag{8}$$

## Operator acting on the second part of a coupled state

The remaining task is the reduced element of $T^k(2)$, which acts on $j_2$ alone. The 6j symbol is defined by

$$\sum_{\mu_1\mu_2\mu_3}(-1)^{l_1+l_2+l_3+\mu_1+\mu_2+\mu_3}\begin{pmatrix}a&l_2&l_3\\\alpha&\mu_2&-\mu_3\end{pmatrix}\begin{pmatrix}l_1&b&l_3\\-\mu_1&\beta&\mu_3\end{pmatrix}\begin{pmatrix}l_1&l_2&c\\\mu_1&-\mu_2&\gamma\end{pmatrix}=\begin{pmatrix}a&b&c\\\alpha&\beta&\gamma\end{pmatrix}\begin{Bmatrix}a&b&c\\l_1&l_2&l_3\end{Bmatrix}.\tag{9}$$

The left side is a rotationally invariant combination of three angular momenta. There is one such combination up to a factor, the 3j symbol, and the 6j symbol is that factor. It is unchanged by permuting columns and by exchanging upper and lower entries in two columns. A 3j symbol is unchanged by cyclic permutation of its columns; exchanging two columns, or reversing all projections, multiplies it by $(-1)^{\text{sum of its }j}$.

With $t=\langle j_2\|T^k\|j_2'\rangle$, equations (3) and (4) give

$$\begin{aligned}E&=\langle(j_1j_2)JM|T^k_q(2)|(j_1j_2')J'M'\rangle\\&=t\sqrt{[J][J']}\sum_{m_1m_2m_2'}(-1)^{(j_1-j_2+M)+(j_2-m_2)+(j_1-j_2'+M')}\\&\quad\times\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}\begin{pmatrix}j_2&k&j_2'\\-m_2&q&m_2'\end{pmatrix}\begin{pmatrix}j_1&j_2'&J'\\m_1&m_2'&-M'\end{pmatrix}.\end{aligned}$$

To match (9), set $(a,b,c)=(J,k,J')$, $(\alpha,\beta,\gamma)=(-M,q,M')$, $(l_1,l_2,l_3)=(j_2',j_1,j_2)$ and $(\mu_1,\mu_2,\mu_3)=(-m_2',m_1,-m_2)$. The three symbols then compare as follows.

- The first agrees after a cyclic permutation.
- The second needs its outer columns exchanged, which costs $(-1)^{j_2+k+j_2'}$.
- The third needs one column exchange and one reversal of projections, whose signs cancel.

The exponent in $E$, including the second item, is $2j_1+j_2+k+M+M'-m_2$. The exponent in (9) is $j_1+j_2+j_2'-m_2'+m_1-m_2$. Their difference, with $m_2'=M'-m_1$, is

$$j_1-j_2'+k+M+2M'-2m_1 .$$

Modulo 2, $2M'$ equals $2j_1+2j_2'$ and $2m_1$ equals $2j_1$, so the difference is equivalent to $j_1+j_2'+k+M$, which is free of summation indices. Hence

$$E=t\sqrt{[J][J']}\,(-1)^{j_1+j_2'+k+M}\begin{pmatrix}J&k&J'\\-M&q&M'\end{pmatrix}\begin{Bmatrix}J&k&J'\\j_2'&j_1&j_2\end{Bmatrix}.$$

Dividing by the factor $(-1)^{J-M}$ and the 3j symbol of (3), and using $(-1)^{2M}=(-1)^{2J}$, gives

$$\langle(j_1j_2)J\|T^k(2)\|(j_1j_2')J'\rangle=(-1)^{j_1+j_2'+J+k}\sqrt{[J][J']}\begin{Bmatrix}j_2&J&j_1\\J'&j_2'&k\end{Bmatrix}t.\tag{10}$$

The 6j symbol has been rearranged by its symmetries.

## Assembly

For $U^k$, use (10) with $j_1=\bar L$, $j_2=j_2'=l$ and $t=1$. The spin part of (8) is the overlap of two coupled spin states built from the same $\bar S$ and $s$, which is $\delta_{SS'}\delta_{M_SM_S'}$. This gives (1).

For $V^{(1k)}$, the coupled states are products of a spin coupling and an orbital coupling, and $s_pu^k_q$ is a product of a spin and an orbital operator. Each term of (8) therefore factorizes. Equation (10) applies once with $(j_1,j_2,\text{rank},t)=(\bar S,\frac12,1,\sqrt{3/2})$ and once with $(\bar L,l,k,1)$. The product is (2).

## Limits and symmetry checks

Three cases have closed forms that a table of coefficients must reproduce. From (3), $u^0=1/\sqrt{[l]}$ and, for $l\ge1$, $u^1=\mathbf l/\sqrt{l(l+1)[l]}$. Thus $U^0$ counts electrons, $U^1$ is proportional to $\mathbf L$, and $V^{(10)}$ is proportional to $\mathbf S$. Their elements are diagonal in all labels:

$$\langle\|U^0\|\rangle=N\sqrt{\frac{[L]}{[l]}},\quad\langle\|U^1\|\rangle=\sqrt{\frac{L(L+1)[L]}{l(l+1)[l]}},\quad\langle\|V^{(10)}\|\rangle=\sqrt{\frac{S(S+1)[S][L]}{[l]}}.$$

Bra and ket can also be exchanged. The one-electron tensors satisfy $(T_q)^\dagger=(-1)^qT_{-q}$. In (3) the reversed element contains the same 3j symbol, since one column exchange and one reversal of projections cancel. The remaining phases give $\langle a\|V^{(1k)}\|b\rangle=(-1)^{S-S'+L-L'}\langle b\|V^{(1k)}\|a\rangle$ for real states.

## Conditions for use

- The parent set must be complete. Omitting a parent with nonzero $cc'$ removes its term from the sum.
- Bra and ket coefficients must refer to the same parent states with the same phases. A sign change of one parent on both sides cancels in $cc'$; on one side it does not.
- The label $\alpha$ may be seniority, but need not be. For real coefficients the formulas are linear in the bra and in the ket, so they hold in any real orthonormal basis of repeated terms. In a complex basis the bra coefficient must be conjugated, $cc'\to c^*c'$. An orthogonal rotation among parents of equal $\bar S\bar L$ leaves $\sum cc'$ over them unchanged.
- Equations (1) and (2) cover operators within one shell. Configurations with several open shells, and operators that move an electron between shells, need further recoupling.

## Spin–orbit matrix from $V^{(11)}$

Since $\mathbf l=\sqrt{l(l+1)[l]}\,u^1$ and $\mathbf s\cdot\mathbf l=\sum_q(-1)^qs_ql_{-q}$, the operator $\sum_i\mathbf s_i\cdot\mathbf l_i$ is $\sqrt{l(l+1)[l]}\sum_q(-1)^qV^{(11)}_{q,-q}$. Let $v=\langle\alpha SL\|V^{(11)}\|\alpha'S'L'\rangle$, and couple $S$ and $L$ to $J$ by (4). The matrix element of the $q$ sum is

$$\begin{aligned}X=v[J]\sum(-1)^{\eta}&\begin{pmatrix}S&L&J\\\sigma&\lambda&-M\end{pmatrix}\begin{pmatrix}S&1&S'\\-\sigma&q&\sigma'\end{pmatrix}\\\times&\begin{pmatrix}L&1&L'\\-\lambda&-q&\lambda'\end{pmatrix}\begin{pmatrix}S'&L'&J\\\sigma'&\lambda'&-M\end{pmatrix},\end{aligned}$$

with $\eta=(S-L+M)+(S'-L'+M)+q+(S-\sigma)+(L-\lambda)$. Sum first over $\sigma,\lambda,q$ with (9), setting $(a,b,c)=(S',L',J)$, $(l_1,l_2,l_3)=(L,S,1)$ and $(\mu_1,\mu_2,\mu_3)=(\lambda,-\sigma,-q)$. The column exchanges cost $(-1)^{L+1+L'}$ and $(-1)^{S+L+J}$. Subtracting the exponent of (9), $L+S+1+\lambda-\sigma-q$, leaves

$$2S+L+S'+J+2M+2q-2\lambda .$$

Here $2q$ and $2\lambda$ are even, and so is $2S+2M$, because $L$ is an integer. The phase is $(-1)^{S'+L+J}$. What remains is the squared 3j symbol summed over $\sigma'\lambda'$, equal to $1/[J]$, which cancels $[J]$. Therefore

$$\langle\alpha SLJ|\sum_i\mathbf s_i\cdot\mathbf l_i|\alpha'S'L'J\rangle=(-1)^{S'+L+J}\begin{Bmatrix}S&L&J\\L'&S'&1\end{Bmatrix}\sqrt{l(l+1)[l]}\;v.\tag{11}$$

## Worked example: $p^3$

All numbers are dimensionless, with angular momenta in units of $\hbar$. Orbitals are written as $m_l$ with the sign of $m_s$. The phases are fixed by the highest-weight states

$$^2D:\ |1^+1^-0^+|,\qquad {}^2P:\ 0.7071\left(|1^+1^-\,{-1}^+|+|1^+0^+0^-|\right),\qquad {}^4S:\ |1^+0^+\,{-1}^+|.$$

**One coefficient by hand.** By (5), the $^2D$ state is

$$\tfrac1{\sqrt3}\left(|1^-0^+|\,1^+-|1^+0^+|\,1^-+|1^+1^-|\,0^+\right).$$

The parent $^3P$ with $\bar M_L=1$ is $|1^+0^+|$ for $\bar M_S=1$ and $(|1^-0^+|+|1^+0^-|)/\sqrt2$ for $\bar M_S=0$. The orbital coupling coefficient is 1. The spin coefficients are $\sqrt{2/3}$ for $\bar M_S=1$ and $-\sqrt{1/3}$ for $\bar M_S=0$. Hence

$$c(^3P)=\frac1{\sqrt3}\left(-\sqrt{\tfrac23}-\sqrt{\tfrac13}\,\tfrac1{\sqrt2}\right)=-\frac1{\sqrt2}=-0.7071 .$$

The other two parents are fixed as $^1D:\ |1^+1^-|$ and $^1S:\ \left(|1^+\,{-1}^-|-|1^-\,{-1}^+|-|0^+0^-|\right)/\sqrt3$. With these phases the coefficients for the parents $(^1D,{}^3P,{}^1S)$ are $(0.7071,-0.7071,0)$ for $^2D$, $(0.5270,0.7071,-0.4714)$ for $^2P$ and $(0,1,0)$ for $^4S$.

**Element of $U^2$.** For $\langle{}^2D\|U^2\|{}^2P\rangle$ the prefactor is $3\sqrt{5\cdot3}=11.619$, and the parents $^1D$ and $^3P$ contribute:

$$11.619\,[(0.37268)(-1)(-0.10000)+(-0.50000)(+1)(-0.22361)]=0.4330+1.2990=1.7321 .$$

**Element of $V^{(11)}$.** For $\langle{}^2D\|V^{(11)}\|{}^2P\rangle$ the prefactor is $3\sqrt{\frac32\cdot2\cdot2\cdot5\cdot3}=28.460$. In each term below, $cc'$ is followed by the orbital phase and 6j symbol, then by the spin phase and 6j symbol.

- $^1D$: $28.460\,(0.37268)(+1)(-0.22361)(+1)(0.50000)=-1.1859$
- $^3P$: $28.460\,(-0.50000)(-1)(0.16667)(-1)(0.16667)=-0.3953$

The sum is $-1.5811$. The reversed element is $+1.5811$, as the exchange rule requires for $L-L'=\pm1$ and $S=S'$.

**A cancellation.** In $\langle{}^2D\|U^2\|{}^2D\rangle$ the parents give $-1.1456$ and $+1.1456$. The zero can be seen without parents. The diagonal elements of $u^2_0$ are even in $m_l$ and have zero trace, so for $m_l=1,0,-1$ they stand in the ratio $1:-2:1$. In $|1^+1^-0^+|$ they add to $1+1-2=0$. The diagonal $V^{(11)}$ element of $^2D$ vanishes as well: $\sum m_sm_l=\frac12-\frac12+0=0$.

**Spin–orbit matrix at $J=3/2$.** The diagonal $V^{(11)}$ element of $^2P$ vanishes: $\sum_i s_z(i)\,l_z(i)$ is diagonal in the determinants, and the two determinants of the highest-weight state give $\sum m_sm_l=-\frac12$ and $+\frac12$ with equal weight. The elements of $^4S$ with itself and with $^2D$ vanish because rank 1 cannot connect $L=0$ to $L'=0$ or $L'=2$. The one further nonzero element, from (2), is $\langle{}^2P\|V^{(11)}\|{}^4S\rangle=-1.4142$. Equation (11), with $\sqrt{l(l+1)[l]}=\sqrt6$, gives in the order $^2D,{}^2P,{}^4S$

$$\begin{pmatrix}0&-1.1180&0\\-1.1180&0&1.0000\\0&1.0000&0\end{pmatrix}.$$

Its characteristic equation is $\lambda^3=(1.1180^2+1.0000^2)\lambda=2.25\,\lambda$, so $\lambda=-1.5,\,0,\,1.5$.

These values follow independently from one-electron states, for which $\mathbf s\cdot\mathbf l$ is $-1$ at $j=\frac12$ and $\frac12$ at $j=\frac32$. With one, two or three electrons in $j=\frac32$ and the others in $j=\frac12$, the sums are $-1.5$, $0$ and $1.5$. Each of these occupations contains one level with $J=\frac32$. The eigenvalues do not test the signs of the off-diagonal elements, because those enter squared. The numerical check therefore compares the matrices themselves with determinant calculations, for every $J$ in $p^3$ and $d^3$. It also compares (1) and (2) element by element in $p^2$, $p^3$, $d^2$ and $d^3$.

## Values computed for the example and the checks

```
All numbers are dimensionless (angular momenta in units of hbar)
Shell, number of terms, nonzero elements compared, largest deviation:
  p^2: 3 terms, 18 elements, below 1e-9: True
  p^3: 3 terms, 18 elements, below 1e-9: True
  d^2: 5 terms, 79 elements, below 1e-9: True
  d^3: 8 terms, 317 elements, below 1e-9: True
Highest-weight states (M_L=L, M_S=S), orbitals written m_l and spin sign:
  p^2 1D: 1.000000 |1+ 1-|
  p^2 3P: 1.000000 |1+ 0+|
  p^2 1S: 0.577350 |1+ -1-| ; -0.577350 |1- -1+| ; -0.577350 |0+ 0-|
  p^3 2D: 1.000000 |1+ 1- 0+|
  p^3 2P: 0.707107 |1+ 1- -1+| ; 0.707107 |1+ 0+ 0-|
  p^3 4S: 1.000000 |1+ 0+ -1+|
Parentage coefficients p^3 term <- p^2 parent:
  2D: 1D 0.707107, 3P -0.707107, 1S 0.000000
  2P: 1D 0.527046, 3P 0.707107, 1S -0.471405
  4S: 1D 0.000000, 3P 1.000000, 1S 0.000000
<2D||U^2||2P> by parents:
  1D: c*c' 0.372678, phase -1, 6j -0.100000, term 0.433013
  3P: c*c' -0.500000, phase +1, 6j -0.223607, term 1.299038
  sum 1.732051, from determinants 1.732051
<2D||U^2||2D> by parents:
  1D: c*c' 0.500000, phase -1, 6j 0.152753, term -1.145644
  3P: c*c' 0.500000, phase +1, 6j 0.152753, term 1.145644
  sum 0.000000, from determinants 0.000000
<2D||V^(11)||2P> by parents:
  1D: c*c' 0.372678, phase +1, 6j -0.223607, spin phase +1, spin 6j 0.500000, term -1.185854
  3P: c*c' -0.500000, phase -1, 6j 0.166667, spin phase -1, spin 6j 0.166667, term -0.395285
  sum -1.581139, from determinants -1.581139
V^(11) in p^3, other elements:
  <4S||V^(11)||2P> = -1.414214
  <2P||V^(11)||4S> = -1.414214
  <2P||V^(11)||2D> = 1.581139
  <2P||V^(11)||2P> = 0.000000
  <2D||V^(11)||2D> = 0.000000
Matrix of sum s.l at J=3/2, order 2D, 2P, 4S:
  0.000000  -1.118034  0.000000
  -1.118034  0.000000  1.000000
  0.000000  1.000000  0.000000
Its eigenvalues: -1.500000, 0.000000, 1.500000
One-electron s.l: j=1/2 -1.000000, j=3/2 0.500000
Sums over three electrons: -1.500000, 0.000000, 1.500000
```
